Why SOSEX Need Not Improve an Energy Difference: The H3 Barrier

**Q:** Direct RPA lets an electron correlate with itself. SOSEX, the second-order screened exchange correction, removes that error. A method with less self-correlation has better energies, so it must also have better energy differences. I would therefore add SOSEX to every reaction energy and barrier.

**A:** The first half of that can be proved for one electron. The step from energies to differences is where it fails. Suppose an RPA energy difference has error e relative to the true value, and SOSEX changes the difference by ΔS. The new error is e + ΔS, and it is smaller in size when

(e + ΔS)² < e², that is, ΔS (2e + ΔS) < 0.

So ΔS must have the sign opposite to e, and its size must be below 2|e|. Removing a real defect from each energy guarantees neither condition. If the total RPA errors of the two states already nearly cancel, e is small, and any ΔS larger in size than 2|e| does harm.

**Q:** Then let us fix what is being added. What are the RPA and SOSEX energies?

**A:** Take real spin orbitals, i and j occupied, a and b empty. An excitation I = (i→a) conserves spin and has the gap D_I = ε_a − ε_i. Two excitations are coupled by

V_IJ = (ia|jb) = ∫∫ φ_i(1)φ_a(1) (1/r₁₂) φ_j(2)φ_b(2).

Direct RPA treats the excitations as coupled oscillators. With D the diagonal matrix of gaps and A = D + V, their frequencies Ω follow from

A X + V Y = X Ω,
V X + A Y = −Y Ω.

Define the ring amplitudes T = Y X⁻¹. Multiplying both equations by X⁻¹ from the right gives

A + V T = X Ω X⁻¹,
V + A T = −Y Ω X⁻¹ = −T (X Ω X⁻¹) = −T (A + V T).

The second line is the ring equation,

V + A T + T A + T V T = 0.

The trace of the first line is Tr A + Tr(VT) = ΣΩ, because a trace is unchanged by the transformation with X. The correlation energy is therefore

Ec = ½ Tr(VT) = ½ [ΣΩ − Tr(D + V)],

which is the change in the oscillators' zero-point energy due to the coupling, ½ (ΣΩ − Tr D), less its first-order part, ½ Tr V. The total RPA energy is the exact-exchange energy (EXX) of the chosen orbitals plus Ec. I leave out singles corrections.

**Q:** And SOSEX?

**A:** For weak coupling the ring equation reduces to V + D T + T D = 0, so T_IJ = −V_IJ/(D_I + D_J), and Ec is a second-order energy without exchange. The full second-order energy (MP2) contains antisymmetrized integrals. Write v = (ia|jb), w = (ib|ja), and Δ = D_I + D_J. For this sum only, let i, j, a and b run over all spin orbitals, including pairs in which i→a and j→b flip the spin. For those pairs v = 0, but w need not vanish. Then

E₂ = −¼ Σ (v − w)²/Δ = −¼ Σ (v² + w² − 2vw)/Δ.

Exchanging the names a and b turns w² into v² and leaves Δ unchanged. Every term then contains a factor v, so only spin-conserving excitations remain:

E₂ = −½ Σ (v² − vw)/Δ = ½ Σ (v − w) T.

The v part is Ec. SOSEX keeps the w part but uses the full ring amplitudes:

S = −½ Σ (ib|ja) T_ia,jb.

The exchange integral vanishes unless all four orbitals have the same spin. As a test of signs and factors, the second-order part of Ec + S for H3 with Hartree-Fock orbitals, extracted at weak coupling, is −0.038487 Ha, in agreement with a separate MP2 calculation.

**Q:** Now show me that it cures self-correlation.

**A:** With one electron, i = j in every term. Then (ib|ia) = (ia|ib), since this only exchanges the names of the two integration points. Hence

S = −½ Σ (ia|ib) T_ia,ib = −Ec.

For the H atom with PBE orbitals in the cc-pVTZ basis, Ec = −0.018249 Ha and S = +0.018249 Ha. A lone electron should have no correlation energy, and now it has none.

**Q:** And for the electron pair in H2?

**A:** Take a closed shell: both spins share one spatial orbital i. The gaps and the integrals v do not depend on spin. Combine each spin-up excitation with its spin-down partner, as (↑ + ↓)/√2 and (↑ − ↓)/√2. In the sum combination the coupling is 2v. In the difference combination it is zero, so Y = 0 there and the amplitude vanishes. Call the amplitude in the sum combination 2t. Transforming back, each of the four spin blocks ↑↑, ↑↓, ↓↑ and ↓↓ contains the same t. Therefore

Ec = ½ · 4 Σ v t = 2 Σ v t.

SOSEX receives the two same-spin blocks, where i = j again makes exchange and direct integrals equal:

S = −½ · 2 Σ v t = −Σ v t = −Ec/2.

The same-spin half of the energy, which is self-correlation, is removed. The opposite-spin half remains, but its amplitudes still come from the full ring equation, in which each electron also couples to itself. At 1.40 bohr, Ec = −0.075474 Ha and S = 0.037737 Ha.

**Q:** That is what one would want. Why should it ever harm a difference?

**A:** Pull the pair apart while keeping the closed shell. Use one orbital on each atom, l and r, with negligible overlap at distance R:

g = (l + r)/√2, occupied twice,
u = (l − r)/√2, empty.

Let U = (ll|ll) be the repulsion of two electrons on one atom. Charge clouds on different atoms repel by 1/R. Products l·r are negligible, so gg = (ll + rr)/2 and gu = (ll − rr)/2, and

(gg|gg) = ¼ (2U + 2/R) = ½ (U + 1/R),
K = (gu|gu) = ¼ (2U − 2/R) = ½ (U − 1/R).

Each electron has the atomic energy ε_H plus the attraction −1/R of the other nucleus. For the pair, the Hartree term 2(gg|gg) less the exchange term (gg|gg) leaves (gg|gg). With the nuclear repulsion,

E(EXX) = 2ε_H − 2/R + ½(U + 1/R) + 1/R = 2ε_H + K.

So exact exchange lies K above two atoms. The reason is that the closed shell puts both electrons on the same atom half of the time.

**Q:** How much of K does the ring energy recover?

**A:** Adding and subtracting the two oscillator equations gives

(A + V)(X + Y) = (X − Y) Ω,
(A − V)(X − Y) = (X + Y) Ω.

For a single mode their product is Ω² = (A − V)(A + V) = D(D + 2V). The sum combination has V = 2K, so Ω = √(D² + 4DK). The difference combination has V = 0 and Ω = D. The trace of D + V over the two spin excitations is 2D + 2K. Hence

Ec = ½ [√(D² + 4DK) + D − 2D − 2K]
   = ½ [√(D² + 4DK) − D − 2K].

As the bond stretches, g and u become degenerate, D → 0, and Ec → −K. RPA then cancels the exact-exchange error. But S = −Ec/2 → +K/2, so RPA with SOSEX ends too high by

K/2 = ¼ (U − 1/R) → U/4 for R → ∞.

The separated atoms need no correction in this model, because a single orbital per atom leaves their electrons no spin-conserving excitation.

**Q:** So the half that SOSEX removes was doing useful work.

**A:** In this limit, yes. It is formally self-correlation, but it stands in for the correlation that keeps the two electrons on different atoms. In the minimal STO-3G basis at R = 10 bohr, U = 0.7746 Ha and

K = ½ (0.7746 − 0.1000) = 0.3373 Ha.

With PBE orbital energies the gap is D = 0.000098 Ha, so √(D² + 4DK) = 0.0115 Ha and Ec = ½(0.0115 − 0.0001 − 0.6746) = −0.3316 Ha. Exact exchange lies 0.3372 Ha above two atoms. RPA brings this to 0.0056 Ha, and SOSEX takes it back to 0.1714 Ha, close to K/2 = 0.1687 Ha.

**Q:** A minimal basis can exaggerate.

**A:** In cc-pVTZ with PBE orbitals, the energy of H2 at 10 bohr minus that of two H atoms is 0.0155 Ha with RPA and 0.1117 Ha with SOSEX. Full configuration interaction (FCI), which solves the electronic problem completely within the basis, gives zero to five decimals. That SOSEX has the larger error here is a test that was passed. The two values are not converged to the digits shown: in cc-pVQZ they are 0.0159 and 0.1099 Ha, shifts of 0.0004 and 0.002 Ha that leave the ranking unchanged.

The condition is the closed shell. If the orbitals instead place a spin-up electron on one atom and a spin-down electron on the other, the coupling between the two spins vanishes at large R. Only same-spin blocks are left, each with one electron, so S = −Ec. The molecule then has the corrected energy of two atoms, and this failure is absent.

**Q:** A transition state is not a bond at 10 bohr. What does the argument say about collinear H + H2?

**A:** Less than one might hope. The change in the barrier is

ΔS = S(H3) − S(H2) − S(H) = S(H3) − ½|Ec(H2)| − |Ec(H)|.

H3 has two electrons of one spin and one of the other, so neither identity fixes S(H3). The sign of ΔS has to be computed.

I use unrestricted PBE orbitals in cc-pVTZ, H2 at 1.40 bohr, and H3 with both bonds at 1.76 bohr. FCI puts the minimum along the symmetric stretch at 1.759 bohr. Moving the middle atom by 0.10 bohr lowers the energy by 0.00027 Ha, as it should at a barrier top. Zero-point motion is not included.

**Q:** What is the barrier without SOSEX?

**A:** Exact exchange gives 0.031585 Ha. The ring energy changes by

−0.109440 + 0.075474 + 0.018249 = −0.015717 Ha,

so the RPA barrier is 0.01587 Ha, or 41.7 kJ/mol. FCI in the same basis gives 0.01584 Ha, or 41.6 kJ/mol.

**Q:** And with it?

**A:** The SOSEX change is

ΔS = 0.059460 − 0.037737 − 0.018249 = 0.003474 Ha.

The barrier rises to 0.01934 Ha, or 50.8 kJ/mol. That is about 9 kJ/mol above FCI. For this reaction and these orbitals, SOSEX raises the barrier and makes it worse.

**Q:** Yet you said SOSEX repairs the energies. Were the total energies worse too?

**A:** No, they were much better. Here are the errors relative to FCI, each found by adding the energy terms and subtracting the FCI total:

H: RPA −0.0178 Ha; with SOSEX +0.0004 Ha
H2: RPA −0.0353 Ha; with SOSEX +0.0024 Ha
H3: RPA −0.0531 Ha; with SOSEX +0.0064 Ha

The RPA errors of H and H2 add to −0.0531 Ha, the same as the error of H3 to the digits shown. They cancel in the barrier. With SOSEX the reactants have a joint error of +0.0029 Ha and H3 has +0.0064 Ha. Each is small, but their difference is 0.0035 Ha. Your inference took the size of the errors as the measure, while a barrier depends on their balance.

**Q:** Does the same thing happen to the H2 bond energy?

**A:** The totals above answer that. The error of E(H2) − 2E(H) is

RPA: −0.0353 + 2 × 0.0178 = +0.0003 Ha,
with SOSEX: 0.0024 − 2 × 0.0004 = +0.0015 Ha,

where unrounded totals are used for the results. In cc-pVTZ the bond is slightly too weak in both cases, and SOSEX is the worse of the two by little. That ranking does not survive a larger basis: in cc-pVQZ both errors relative to FCI are +0.0007 Ha.

For a difference that SOSEX improves, ionize the H atom. The bare proton has no electronic energy, so the ionization energy is −E(H): 0.5176 Ha with RPA, 0.4994 Ha with SOSEX, and 0.4998 Ha with FCI. In cc-pVQZ the values are 0.5191, 0.4994 and 0.4999 Ha. The RPA error of the atom thus grows by about 0.0014 Ha with the larger basis, while the SOSEX value does not move. Here the self-correlation of one electron is present on one side and absent on the other. It cannot cancel, and removing it helps.

**Q:** For the barrier, then, the explanation must be the stretched bonds: smaller gaps, larger amplitudes, more SOSEX.

**A:** The numbers support only part of that. Put H3 at 1.40 bohr for both bonds, so that nothing is stretched relative to H2. Its SOSEX energy is 0.057873 Ha, already 0.001887 Ha above that of the reactants. Stretching to 1.76 bohr adds

0.059460 − 0.057873 = 0.001587 Ha.

Along this path, a little under half of the shift comes from stretching. The rest appears when the third atom is brought to the unstretched bond length.

For that stretching part your gap argument holds, but the lowest gap alone would hide it. In H2 the smallest gap falls from 0.424 to 0.352 Ha between 1.40 and 1.76 bohr, as you expect. In H3 the smallest gap belongs to a spin-up excitation and rises from 0.256 to 0.282 Ha. The lowest spin-down gap, whose excitation contributes most to SOSEX, falls from 0.398 to 0.287 Ha. To separate gaps from integrals, match the orbitals of the two geometries by their overlap. Putting the gaps of 1.76 bohr into the calculation at 1.40 bohr raises SOSEX by 0.0037 Ha. Changing the integrals as well lowers it by 0.0021 Ha, which leaves the 0.0016 Ha found above. The sizes depend a little on the order: with the integrals changed first, the steps are −0.0024 and +0.0040 Ha. The limit D → 0 explains the failure of closed-shell H2 at large distance and should not be carried over to this barrier.

**Q:** Is it at least self-correlation that is being removed from H3?

**A:** Split S(H3) into terms with i = j and terms with i ≠ j. The same-orbital part is 0.048184 Ha and the different-orbital part is 0.011276 Ha. The separated reactants have only same-orbital terms: H2 and H each have at most one occupied orbital per spin, and exchange between distant fragments vanishes. Their sum is 0.055986 Ha. So

same-orbital change: 0.048184 − 0.055986 = −0.007802 Ha,
different-orbital change: +0.011276 Ha,
sum: +0.003474 Ha.

Taken alone, the same-orbital terms would lower the barrier. In this split the rise comes from the terms with i ≠ j, the exchange between the two electrons of equal spin, which belong to one molecule in H3 and are far apart in the reactants. This split refers to the PBE orbitals as they come out of the calculation. Mixing the two occupied orbitals of equal spin moves energy between the parts and leaves their sum unchanged. With an equal mixture (a rotation by 45°), the same-orbital change becomes +0.0014 Ha instead of −0.0078 Ha. The split therefore cannot tell you whether the rise is self-correlation or exchange between different electrons. Only the sum is independent of how the occupied orbitals are mixed. It still depends on where the orbitals come from: S(H3) is 0.0595 Ha with PBE orbitals and 0.0409 Ha with Hartree-Fock orbitals.

**Q:** How far does the verdict depend on PBE and on the basis?

**A:** With Hartree-Fock orbitals the RPA barrier is 0.0216 Ha, already 0.0057 Ha above FCI. SOSEX adds 0.0008 Ha and brings the error to 0.0065 Ha. The direction is the same, but the shift is less than a quarter of its PBE value. Most of that error was there before SOSEX was added. In cc-pVQZ this small shift keeps its sign and falls to 0.0006 Ha.

With PBE orbitals in the larger cc-pVQZ basis, the barrier is 0.0157 Ha without SOSEX and 0.0188 Ha with it. The shift is 0.0031 Ha, compared with 0.0035 Ha in cc-pVTZ, so its sign and rough size survive. The RPA barrier itself moves by 0.00014 Ha between the two bases. That is more than its deviation of 0.00003 Ha from FCI in cc-pVTZ, so the near-perfect agreement there should not be read as accuracy at that level. I have no FCI value in the larger basis.

**Q:** May I now say that SOSEX worsens barriers?

**A:** You may say it of this barrier in cc-pVTZ, with both sets of orbitals tried here. One reaction does not establish a rule for others. If a different RPA barrier were too low by 0.004 Ha, a shift of +0.0035 Ha would nearly repair it. What has to be asked each time is how large an error the RPA difference has, and whether the SOSEX shift has the opposite sign and less than twice the size of that error. The barriers for H + H2 and the energy terms behind them are in the numerical output.

Computed values

```
H2 bond length: 1.40 bohr
H3 bond length, each bond: 1.76 bohr
H3 symmetric-stretch minimum, FCI: 1.759 bohr
H3 energy change, middle atom moved 0.10 bohr, FCI: -0.000274 Ha
PBE orbitals, cc-pVTZ:
H: EXX -0.499361, RPA Ec -0.018249, SOSEX 0.018249, min gap 0.4930 Ha
H2: EXX -1.132183, RPA Ec -0.075474, SOSEX 0.037737, min gap 0.4244 Ha
H3: EXX -1.599959, RPA Ec -0.109440, SOSEX 0.059460, min gap 0.2818 Ha
H3 at 1.40 bohr: EXX -1.570867, RPA Ec -0.108396, SOSEX 0.057873, min gap 0.2555 Ha
H2 at 1.76 bohr: EXX -1.112765, RPA Ec -0.079037, SOSEX 0.039518, min gap 0.3515 Ha
H3 SOSEX, same-orbital part: 0.048184 Ha
H3 SOSEX, different-orbital part: 0.011276 Ha
H3 ring energy from frequency integral: -0.109440 Ha
H3 MP2 correlation, HF orbitals: -0.038487 Ha
H3 weak-coupling limit of RPA+SOSEX, HF orbitals: -0.038487 Ha
FCI total energies, cc-pVTZ:
H: -0.499810 Ha
H2: -1.172335 Ha
H3: -1.656308 Ha
FCI barrier: 0.015837 Ha = 41.58 kJ/mol
Barrier, PBE orbitals, cc-pVTZ, EXX: 0.031585 Ha = 82.93 kJ/mol
Barrier, PBE orbitals, cc-pVTZ, RPA: 0.015867 Ha = 41.66 kJ/mol
Barrier, PBE orbitals, cc-pVTZ, RPA+SOSEX: 0.019341 Ha = 50.78 kJ/mol
SOSEX barrier shift, PBE orbitals, cc-pVTZ: 0.003474 Ha
Barrier, HF orbitals, cc-pVTZ, EXX: 0.027987 Ha = 73.48 kJ/mol
Barrier, HF orbitals, cc-pVTZ, RPA: 0.021561 Ha = 56.61 kJ/mol
Barrier, HF orbitals, cc-pVTZ, RPA+SOSEX: 0.022329 Ha = 58.63 kJ/mol
SOSEX barrier shift, HF orbitals, cc-pVTZ: 0.000769 Ha
Barrier, PBE orbitals, cc-pVQZ, EXX: 0.031635 Ha = 83.06 kJ/mol
Barrier, PBE orbitals, cc-pVQZ, RPA: 0.015730 Ha = 41.30 kJ/mol
Barrier, PBE orbitals, cc-pVQZ, RPA+SOSEX: 0.018843 Ha = 49.47 kJ/mol
SOSEX barrier shift, PBE orbitals, cc-pVQZ: 0.003114 Ha
RPA barrier error vs FCI, PBE orbitals, cc-pVTZ: 0.000031 Ha
RPA+SOSEX barrier error vs FCI, PBE orbitals, cc-pVTZ: 0.003504 Ha
RPA barrier error vs FCI, HF orbitals, cc-pVTZ: 0.005724 Ha
RPA+SOSEX barrier error vs FCI, HF orbitals, cc-pVTZ: 0.006493 Ha
Stretched H2 bond length: 10.0 bohr
Stretched H2, STO-3G on-site repulsion U: 0.774606 Ha
Stretched H2, STO-3G K: 0.337303 Ha
Stretched H2, STO-3G gap: 0.00009812 Ha
Stretched H2 minus two H, STO-3G, EXX: 0.337193 Ha
Stretched H2 minus two H, STO-3G, RPA: 0.005594 Ha
Stretched H2 minus two H, STO-3G, RPA+SOSEX: 0.171394 Ha
Stretched H2 minus two H, cc-pVTZ, FCI: -0.000003 Ha
Stretched H2 minus two H, cc-pVTZ, RPA: 0.015487 Ha
Stretched H2 minus two H, cc-pVTZ, RPA+SOSEX: 0.111737 Ha
```
